# How the local potential sets d scattering and s ghosts: a numerical check

```python
"""Local potential of ultrasoft/PAW datasets: d scattering and ghost states.

Result under test (Hartree atomic units):
  a channel without projectors feels V_loc only, and
  d(delta)/dV0 = -(2/k) * integral of g u^2, with g = dV_loc/dV0;
  with one projector made from a pseudo-wave at E_ref, the number of states
  below E_ref is N_loc(E_ref) - [B > 0].
Symbols: V0 = V_loc(0); rc = core radius; N_loc = number of levels of T+V_loc
below E_ref; B = <ps|E_ref-T-V_loc|ps> for the pseudo-wave ps;
q = all-electron minus pseudo norm inside rc; L = u'/u; delta = phase shift.
"""
import numpy as np
from numpy.polynomial import Polynomial
from numpy.polynomial.legendre import Legendre, leggauss
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn
from pyscf import gto, dft

EV = physical_constants["Hartree energy in eV"][0]
XC = "LDA_X,LDA_C_PW"
ORDER = 24          # polynomial order of each radial element
NORM_SHARE = 0.9    # pseudo norm / all-electron norm inside rc
E_D = 0.2           # energy at which d scattering is fitted (Ha)

# ---------- radial spectral elements (Gauss-Lobatto nodes) ----------
inner_nodes = np.sort(Legendre.basis(ORDER).deriv().roots().real)
XG = np.concatenate(([-1.0], inner_nodes, [1.0]))
PN = Legendre.basis(ORDER)(XG)
WG = 2 / (ORDER * (ORDER + 1) * PN**2)
DG = PN[:, None] / PN[None, :] / (XG[:, None] - XG + np.eye(ORDER + 1))
np.fill_diagonal(DG, 0.0)
DG[0, 0], DG[-1, -1] = -ORDER * (ORDER + 1) / 4, ORDER * (ORDER + 1) / 4


def mesh(edges):
    """Nodes, weights and stiffness matrix; the node r=0 (u=0) is dropped."""
    size = (len(edges) - 1) * ORDER + 1
    r, w, stiff = np.zeros(size), np.zeros(size), np.zeros((size, size))
    for e in range(len(edges) - 1):
        half = (edges[e + 1] - edges[e]) / 2
        part = slice(e * ORDER, (e + 1) * ORDER + 1)
        r[part] = edges[e] + half * (XG + 1)
        w[part] += half * WG
        stiff[part, part] += DG.T @ (WG[:, None] * DG) / half
    return r[1:], w[1:], stiff[1:, 1:]


def hamiltonian(grid, V, l):
    """Symmetric matrix of T+V with u=0 at the outer end, and sqrt weights."""
    r, w, stiff = grid
    s = np.sqrt(w[:-1])
    h = 0.5 * stiff[:-1, :-1] / s[:, None] / s[None, :]
    h = h + np.diag(l * (l + 1) / (2 * r[:-1]**2) + V[:-1])
    return h, s


def levels(grid, V, l, count):
    h, s = hamiltonian(grid, V, l)
    e, c = eigh(h, subset_by_index=[0, count - 1])
    return e, np.vstack([c / s[:, None], np.zeros((1, count))])


class Atom:
    def __init__(self, Z, occupations, rc):
        self.rc, self.ic = rc, 3 * ORDER - 1
        edges = [0, 0.15, 0.7, rc, 5.0, 10.0, 20.0, 40.0]
        self.full, self.core = mesh(edges), mesh(edges[:4])
        self.ball = mesh(edges[:6])
        self.half_out = (5.0 - rc) / 2
        r, w, stiff = self.full
        electrons = sum(sum(o) for o in occupations.values())
        V = -(1 + (Z - 1) * np.exp(-r)) / r
        for _ in range(400):
            n = np.zeros_like(r)
            for l, occ in occupations.items():
                n += levels(self.full, V, l, len(occ))[1]**2 @ np.array(occ, float)
            U = electrons * r / r[-1]
            U[:-1] += np.linalg.solve(stiff[:-1, :-1], (w * n / r)[:-1])
            rho = n / (4 * np.pi * r**2)
            vxc = dft.libxc.eval_xc(XC, rho, spin=0, deriv=1)[1][0]
            new = (U - Z) / r + vxc
            change = np.max(np.abs(r * (new - V))[r < 20])
            V = V + 0.4 * (new - V)
            if change < 1e-7:
                break
        assert change < 1e-7
        self.V = V
        self.dV = self.slope(V)

    def slope(self, f):
        """Radial derivative at rc taken from the outer side."""
        return (DG @ f[self.ic:self.ic + ORDER + 1])[0] / self.half_out

    def inner_local(self, r, V0, power=2):
        x2 = (r / self.rc)**2
        a1 = self.rc * self.dV / 2
        a0 = self.V[self.ic] - a1
        return a0 + a1 * x2 + (V0 - a0) * (1 - x2)**power

    def local(self, V0, power=2):
        V = self.V.copy()
        V[:self.ic + 1] = self.inner_local(self.core[0], V0, power)
        return V


def scatter(grid, V, l, E, b=None, strength=0.0):
    """L and regular solution at the outer end of grid (optional projector)."""
    r, w, stiff = grid
    m = len(r)
    A = 0.5 * stiff + np.diag(w * (l * (l + 1) / (2 * r**2) + V[:m] - E))
    if b is not None:
        A[:len(b), :len(b)] += strength * np.outer(b, b)
    rhs = np.zeros(m)
    rhs[-1] = 1.0
    u = np.linalg.solve(A, rhs)
    return 2 / u[-1], u


def free_waves(l, k, r):
    F, G = r * spherical_jn(l, k * r), r * spherical_yn(l, k * r)
    dF = spherical_jn(l, k * r) + k * r * spherical_jn(l, k * r, True)
    dG = spherical_yn(l, k * r) + k * r * spherical_yn(l, k * r, True)
    return F, G, dF, dG


def phase(L, l, E, r):
    F, G, dF, dG = free_waves(l, np.sqrt(2 * E), r)
    return np.arctan((L * F - dF) / (L * G - dG)) % np.pi


def pseudize(atom, u, l, E):
    """Nodeless pseudo-wave r^(l+1) exp(P(r/rc)) inside rc, and q."""
    rc, ic = atom.rc, atom.ic
    r, w, _ = atom.core
    g = atom.slope(u) / u[ic]
    dg = 2 * (atom.V[ic] + l * (l + 1) / (2 * rc**2) - E) - g**2
    ddg = 2 * (atom.dV - l * (l + 1) / rc**3) - 2 * g * dg
    target = [np.log(abs(u[ic]) / rc**(l + 1)), rc * g - (l + 1),
              rc**2 * dg + (l + 1), rc**3 * ddg - 2 * (l + 1)]
    rows = [[1, 1, 1, 1], [0, 2, 4, 6], [0, 2, 12, 30], [0, 0, 24, 120]]
    c = np.linalg.solve(np.array(rows, float), target)
    base = Polynomial([c[0], 0, c[1], 0, c[2], 0, c[3]])
    bump = Polynomial([1, 0, -1])**4
    norm = np.sum(w * u[:ic + 1]**2)

    def wave(t):
        return r**(l + 1) * np.exp((base + t * bump)(r / rc))
    t = brentq(lambda y: np.log(np.sum(w * wave(y)**2) / (NORM_SHARE * norm)),
               -60, 60)
    return wave(t), base + t * bump, (1 - NORM_SHARE) * norm


def projector(atom, pseudo, l, E, V):
    """Weighted projector vector and B for the local potential V."""
    ps, P, _ = pseudo
    r, w, _ = atom.core
    x = r / atom.rc
    d1, d2 = P.deriv()(x) / atom.rc, P.deriv(2)(x) / atom.rc**2
    chi = ps * (E - V[:len(r)] + (l + 1) * d1 / r + (d1**2 + d2) / 2)
    B = np.sum(w * ps * chi)
    return w * chi / B, B


def ghost_count(atom, l, E, pseudo, V0):
    """Diagonalize the dataset and test the counting law."""
    V = atom.local(V0)
    b, B = projector(atom, pseudo, l, E, V)
    q = pseudo[2]
    h, s = hamiltonian(atom.full, V, l)
    v = np.zeros(len(s))
    v[:len(b)] = b / s[:len(b)]
    e = eigh(h + (B + E * q) * np.outer(v, v),
             np.eye(len(s)) + q * np.outer(v, v), eigvals_only=True)
    assert np.min(np.abs(e - E)) < 1e-5      # reference level is reproduced
    below = int(np.sum(e < E - 1e-5))
    n_loc = int(np.sum(levels(atom.full, V, l, 8)[0] < E))
    assert below == n_loc - int(B > 0)
    return below, n_loc, B, e[0]


def d_angle(atom, V):
    """Continuous angle of the d wave at rc (pi per node), and node number."""
    L, u = scatter(atom.core, V, 2, E_D)
    clear = u[np.abs(u) > 1e-9 * np.max(np.abs(u))]
    nodes = int(np.sum(clear[1:] * clear[:-1] < 0))
    return np.pi * nodes + np.pi / 2 - np.arctan(L), nodes


def fit_depth(atom, power=2):
    """V0 giving the all-electron d scattering and node number at E_D."""
    goal, nodes = d_angle(atom, atom.V)
    # the starting potential is nowhere deeper than the all-electron one
    assert np.all(atom.local(0.0, power) - atom.V > -1e-9)

    def miss(V0):
        return d_angle(atom, atom.local(V0, power))[0] - goal
    assert miss(0.0) < 0 < miss(-60.0)
    V0 = brentq(miss, -60.0, 0.0)
    assert abs(miss(V0)) < 1e-8
    assert d_angle(atom, atom.local(V0, power))[1] == nodes
    return V0


# ---------- counting law for several projectors, random matrices ----------
rng = np.random.default_rng(3)
for _ in range(100):
    X = rng.normal(size=(12, 12))
    H0, Pm = X + X.T, rng.normal(size=(12, 3))
    Y, Q = rng.normal(size=(3, 3)), rng.normal(size=(3, 3))
    D, Q, E = 2 * (Y + Y.T), Q @ Q.T, rng.normal()
    found = np.sum(eigh(H0 + Pm @ D @ Pm.T, np.eye(12) + Pm @ Q @ Pm.T,
                        eigvals_only=True) < E)
    A, F = H0 - E * np.eye(12), D - E * Q
    small = np.linalg.inv(F) + Pm.T @ np.linalg.solve(A, Pm)
    local_count = np.sum(np.linalg.eigvalsh(A) < 0)
    law = (local_count + np.sum(np.linalg.eigvalsh((small + small.T) / 2) > 0)
           - np.sum(np.linalg.eigvalsh(F) > 0))
    assert found == law and found >= local_count - 3

# ---------- atoms ----------
atoms = {"Si": Atom(14, {0: [2, 2, 2], 1: [6, 2]}, 1.9),
         "K": Atom(19, {0: [2, 2, 2, 1], 1: [6, 6]}, 3.4),
         "Ca": Atom(20, {0: [2, 2, 2, 2], 1: [6, 6]}, 3.0)}
si, ca = atoms["Si"], atoms["Ca"]
mf = dft.RKS(gto.M(atom="Ca 0 0 0", basis="def2-qzvpp", verbose=0))
mf.xc = XC
mf.kernel()
ca4s = levels(ca.full, ca.V, 0, 4)[0][3]
assert mf.converged and abs(mf.mo_energy[9] - ca4s) < 2e-3
print(f"Ca 4s level, radial / Gaussian: {ca4s:.5f} / {mf.mo_energy[9]:.5f} Ha")

# ---------- plane wave: the part invisible to s and p projectors ----------
mu, wm = leggauss(40)
z = 1.0 * si.rc
rest = (np.exp(1j * z * mu) - spherical_jn(0, z)
        - 3j * spherical_jn(1, z) * mu)
assert abs(np.sum(wm * rest)) < 1e-12 and abs(np.sum(wm * mu * rest)) < 1e-12
share = 0.5 * np.sum(wm * abs(rest)**2)
assert abs(share - sum((2 * l + 1) * spherical_jn(l, z)**2
                       for l in range(2, 25))) < 1e-12
print(f"plane wave k=1/bohr at r={si.rc} bohr, share l>=2: {share:.4f}")

# ---------- silicon d scattering ----------
for name, a in atoms.items():
    print(f"{name} all-electron d wave at {E_D} Ha: nodes inside rc "
          f"{d_angle(a, a.V)[1]}, L(rc) {scatter(a.core, a.V, 2, E_D)[0]:.4f}"
          " /bohr")
depth = {name: fit_depth(a) for name, a in atoms.items()}
v_si = depth["Si"]
v_alt = fit_depth(si, 3)
L_fit, u_fit = scatter(si.core, si.local(v_si), 2, E_D)
L_ae, u_ae = scatter(si.core, si.V, 2, E_D)
weighted = si.core[1] * (si.local(v_si) - si.V)[:si.ic + 1] * u_fit * u_ae
assert abs(weighted.sum()) < 1e-6 * abs(weighted).sum()
# Wronskian identity away from the fitted depth
L_off, u_off = scatter(si.core, si.local(v_si + 1), 2, E_D)
wr = np.sum(si.core[1] * (si.local(v_si + 1) - si.V)[:si.ic + 1] * u_off * u_ae)
assert abs(L_off - L_ae - 2 * wr / (u_off[-1] * u_ae[-1])) < 1e-6
r0 = 0.01
ode = solve_ivp(lambda r, y: [y[1], 2 * (3 / r**2 + si.inner_local(r, v_si)
                                         - E_D) * y[0]],
                (r0, si.rc), [r0**3, 3 * r0**2], rtol=1e-10, atol=1e-16)
assert abs(ode.y[1, -1] / ode.y[0, -1] - L_fit) < 1e-5
print(f"Si V_AE(rc): {si.V[si.ic]:.4f} Ha")
print(f"Si d-fitted V0: {v_si:.4f} Ha = {v_si * EV:.2f} eV")
print(f"Si d-fitted V0, narrower shape (power 3): {v_alt:.4f} Ha")

R = si.ball[0][-1]


def si_phase(V, E, l=2, b=None, strength=0.0):
    return phase(scatter(si.ball, V, l, E, b, strength)[0], l, E, R)


def sensitivity(l):
    """d(delta)/dV0 from the integral, and mean radius of its weight."""
    k = np.sqrt(2 * E_D)
    L, u = scatter(si.ball, si.local(v_si), l, E_D)
    d = phase(L, l, E_D, R)
    F, G, _, _ = free_waves(l, k, R)
    u = u * k * (np.cos(d) * F - np.sin(d) * G) / u[-1]
    r, w, _ = si.core
    weight = w * (1 - (r / si.rc)**2)**2 * u[:len(r)]**2
    return -2 / k * weight.sum(), np.sum(r * weight) / weight.sum()


for l in (0, 2):
    step = 1e-3
    jump = (si_phase(si.local(v_si + step), E_D, l)
            - si_phase(si.local(v_si - step), E_D, l))
    jump = (jump + np.pi / 2) % np.pi - np.pi / 2
    rate, radius = sensitivity(l)
    assert abs(jump / (2 * step) - rate) < 1e-4 * abs(rate) + 1e-6
    print(f"Si l={l}: d(delta)/dV0 {rate:.5f} rad/Ha, weight radius "
          f"{radius:.3f} bohr")
assert sensitivity(2)[1] > sensitivity(0)[1]

energies = [0.1, 0.2, 0.4, 0.6]
print("Si d phase shifts (rad, modulo pi) at E =", energies, "Ha")


def show(label, values):
    print(f"  {label}: " + " ".join(f"{v:.4f}" for v in values))


show("all-electron", [si_phase(si.V, E) for E in energies])
for shift in (2, 1, 0, -1):
    V = si.local(v_si + shift)
    show(f"local V0={v_si + shift:.3f} Ha", [si_phase(V, E) for E in energies])
show(f"power 3, V0={v_si:.3f} Ha",
     [si_phase(si.local(v_si, 3), E) for E in energies])
wrong = si.local(v_si + 2)
pseudo_d = pseudize(si, scatter(si.ball, si.V, 2, E_D)[1], 2, E_D)
b_d, B_d = projector(si, pseudo_d, 2, E_D, wrong)


def repaired(E):
    return si_phase(wrong, E, 2, b_d, B_d + (E_D - E) * pseudo_d[2])


assert abs(np.sin(repaired(E_D) - si_phase(si.V, E_D))) < 1e-5
near = E_D + 0.01
assert (abs(np.sin(repaired(near) - si_phase(si.V, near)))
        < 0.1 * abs(np.sin(si_phase(wrong, near) - si_phase(si.V, near))))
show(f"V0={v_si + 2:.3f} Ha + d projector", [repaired(E) for E in energies])

# ---------- ghosts ----------
sweep = [2, 0, -1, -2, -3, -4, -5, -6, -8]
print("ghost sweep over V0 =", sweep, "Ha")
for name, l, index in (("Si", 0, 2), ("Si", 1, 1), ("K", 0, 3), ("Ca", 0, 3)):
    atom = atoms[name]
    e, u = levels(atom.full, atom.V, l, index + 1)
    E = e[index]
    pseudo = pseudize(atom, u[:, index], l, E)

    def gap(V0, which):
        return levels(atom.full, atom.local(V0), l, 2)[0][which] - E
    v_a = brentq(gap, -60, 40, args=(0,), xtol=1e-8)
    v_c = brentq(gap, -60, 40, args=(1,), xtol=1e-8)
    B0 = projector(atom, pseudo, l, E, atom.local(0.0))[1]
    B1 = projector(atom, pseudo, l, E, atom.local(-1.0))[1]
    v_b = B0 / (B0 - B1) * -1.0
    assert B1 > B0 and v_b < v_a
    counts = [ghost_count(atom, l, E, pseudo, float(v))[0] for v in sweep]
    below, n_loc, B, lowest = ghost_count(atom, l, E, pseudo, depth[name])
    print(f"{name} l={l}: rc {atom.rc} bohr, E_ref {E:.5f} Ha")
    print(f"  V_a {v_a:.3f}, V_b {v_b:.3f}, V_c {v_c:.3f} Ha")
    print("  ghosts in sweep:", counts)
    print(f"  d-fitted V0 {depth[name]:.3f} Ha: N_loc {n_loc}, "
          f"B>0 {bool(B > 0)}, ghosts {below}")
    print(f"  lowest dataset level there: {lowest:.4f} Ha = "
          f"{lowest * EV:.2f} eV")

# ---------- d channel without projector: levels made by V_loc alone ----------
for name in ("K", "Ca"):
    atom = atoms[name]
    trio = [levels(atom.full, V, 2, 1)[0][0] for V in
            (atom.V, atom.local(depth[name]), atom.local(depth[name] - 1))]
    assert trio[2] < trio[1]
    print(f"{name} lowest d level in 40 bohr box (Ha): AE {trio[0]:.4f}, "
          f"fitted {trio[1]:.4f}, 1 Ha deeper {trio[2]:.4f}")
print("tests ok")
```

Output:

```
Ca 4s level, radial / Gaussian: -0.14147 / -0.14144 Ha
plane wave k=1/bohr at r=1.9 bohr, share l>=2: 0.1913
Si all-electron d wave at 0.2 Ha: nodes inside rc 0, L(rc) 0.4424 /bohr
K all-electron d wave at 0.2 Ha: nodes inside rc 0, L(rc) -4.5468 /bohr
Ca all-electron d wave at 0.2 Ha: nodes inside rc 1, L(rc) 1.8570 /bohr
Si V_AE(rc): -0.8316 Ha
Si d-fitted V0: -4.0730 Ha = -110.83 eV
Si d-fitted V0, narrower shape (power 3): -5.8334 Ha
Si l=0: d(delta)/dV0 -0.37214 rad/Ha, weight radius 0.606 bohr
Si l=2: d(delta)/dV0 -0.19293 rad/Ha, weight radius 1.215 bohr
Si d phase shifts (rad, modulo pi) at E = [0.1, 0.2, 0.4, 0.6] Ha
  all-electron: 1.9325 2.2283 2.3422 2.3509
  local V0=-2.073 Ha: 1.7688 1.9850 1.9951 1.9367
  local V0=-3.073 Ha: 1.8321 2.0788 2.1247 2.0858
  local V0=-4.073 Ha: 1.9387 2.2283 2.3194 2.2998
  local V0=-5.073 Ha: 2.1542 2.4934 2.6212 2.6052
  power 3, V0=-4.073 Ha: 1.8247 2.0693 2.1155 2.0797
  V0=-2.073 Ha + d projector: 1.9322 2.2283 2.3399 2.3406
ghost sweep over V0 = [2, 0, -1, -2, -3, -4, -5, -6, -8] Ha
Si l=0: rc 1.9 bohr, E_ref -0.39812 Ha
  V_a -0.197, V_b -1.013, V_c -7.220 Ha
  ghosts in sweep: [0, 0, 1, 0, 0, 0, 0, 0, 1]
  d-fitted V0 -4.073 Ha: N_loc 1, B>0 True, ghosts 0
  lowest dataset level there: -0.3981 Ha = -10.83 eV
Si l=1: rc 1.9 bohr, E_ref -0.15331 Ha
  V_a -1.306, V_b -1.629, V_c -11.865 Ha
  ghosts in sweep: [0, 0, 0, 0, 0, 0, 0, 0, 0]
  d-fitted V0 -4.073 Ha: N_loc 1, B>0 True, ghosts 0
  lowest dataset level there: -0.1533 Ha = -4.17 eV
K l=0: rc 3.4 bohr, E_ref -0.08887 Ha
  V_a 0.414, V_b 0.150, V_c -1.917 Ha
  ghosts in sweep: [0, 0, 0, 1, 1, 1, 1, 2, 2]
  d-fitted V0 -2.494 Ha: N_loc 2, B>0 True, ghosts 1
  lowest dataset level there: -0.5088 Ha = -13.85 eV
Ca l=0: rc 3.0 bohr, E_ref -0.14147 Ha
  V_a 0.556, V_b 0.233, V_c -2.474 Ha
  ghosts in sweep: [0, 0, 0, 0, 1, 1, 1, 1, 2]
  d-fitted V0 -4.235 Ha: N_loc 2, B>0 True, ghosts 1
  lowest dataset level there: -1.4767 Ha = -40.18 eV
K lowest d level in 40 bohr box (Ha): AE 0.0028, fitted -0.0303, 1 Ha deeper -0.3108
Ca lowest d level in 40 bohr box (Ha): AE -0.0830, fitted -0.3546, 1 Ha deeper -0.7469
tests ok
```
